\section*{Orbital magnetization of Haldane flakes: extrapolating the r × v moment}

\section*{Question}

I am computing the orbital magnetization of finite pieces of the Haldane model from the moment of $\mathbf r\times\mathbf v$. My flakes are rhombi of $L\times L$ cells with zigzag edges. I diagonalize $H$, fill the levels, sum $\langle xv_y-yv_x\rangle$ and divide by the area. The parameters are $t_1=1$, $t_2=0.2$, $\phi=\pi/3$, and magnetizations are in units of $et_1/\hbar$.

With staggered potential $\Delta=0.2$ the model is a Chern insulator. For $\mu=0$ and $k_BT=0.05$ I get $0.025443$ at $L=12$ and $0.028925$ at $L=24$, still climbing. If I move $\mu$ to $1.2$, in the upper band, and fill the levels sharply, the values jump about: $0.028885$, $0.027865$, $0.029154$, $0.028422$, $0.028191$ for $L=12,15,18,21,24$.

The moment weights every current by its distance from the origin, so edge currents count as much as the interior. Why should this have a bulk limit at all, which $k$-space integral should it approach, and how do I extrapolate in the trivial, Chern and metallic cases?

\section*{Answer}

The limit exists because the total moment is also the field derivative of a thermodynamic potential, and that potential is a sum of local terms. This fixes both the fitting law and the bulk integral. Two things must be set up first: the flake is held at fixed $\mu$, and, for a metal or a Chern insulator, at a temperature above zero.

\subsection*{The moment operator}

The electrons are spinless, independent and of charge $-e$. Position is diagonal in the orbitals, so there is no moment inside an orbital. The lattice vectors are $\mathbf a_1=(1,0)$ and $\mathbf a_2=(1/2,\sqrt3/2)$, and orbital B sits at $(\mathbf a_1+\mathbf a_2)/3$ from orbital A. On-site energies are $\pm\Delta$ on A and B, and nearest neighbours are joined by $t_1$. A hop by $\mathbf b\in\{\mathbf a_1,\ \mathbf a_2-\mathbf a_1,\ -\mathbf a_2\}$ has amplitude $t_2e^{i\phi}$ on A and $t_2e^{-i\phi}$ on B, and the reverse hops have the conjugate amplitudes.

From $\mathbf v=(i/\hbar)[H,\mathbf r]$ we have $\mathbf v_{ij}=(i/\hbar)H_{ij}(\mathbf r_j-\mathbf r_i)$, so
\begin{align}
(xv_y-yv_x)_{ij}&=\frac{i}{\hbar}H_{ij}\,[x_i(y_j-y_i)-y_i(x_j-x_i)]\nonumber\\
&=\frac{i}{\hbar}H_{ij}\,(\mathbf r_i\times\mathbf r_j)_z .
\label{op}
\end{align}
With $f$ the Fermi function and $A=L^2A_c$ the area ($A_c$ per cell), the flake magnetization is
\begin{equation}
M(L)=-\frac{e}{2A}\,\mathrm{Tr}\,[f(H)(xv_y-yv_x)] .
\label{flake}
\end{equation}
Moving the origin adds multiples of $\mathrm{Tr}\,f(H)\mathbf v$. This vanishes, since $\mathrm{Tr}\,f[H,\mathbf r]=\mathrm{Tr}\,[f,H]\mathbf r=0$ for finite matrices.

\subsection*{The same number as a field derivative}

Apply a uniform field $B$ along $z$ with $\mathbf A=(B/2)(-y,x)$. A hop from $j$ to $i$ acquires the phase $-(e/\hbar)\int_j^i\mathbf A\cdot d\mathbf l$. On a straight line the integral is $(B/2)(\mathbf r_j\times\mathbf r_i)_z$. With $b=eB/\hbar$,
\begin{equation}
H_{ij}\to H_{ij}e^{i\varphi_{ij}},\qquad \varphi_{ij}=\frac b2(\mathbf r_i\times\mathbf r_j)_z .
\end{equation}
Differentiating at $B=0$ and comparing with (\ref{op}) gives
\begin{equation}
\frac{\partial H_{ij}}{\partial B}=\frac{e}{\hbar}\,\frac i2(\mathbf r_i\times\mathbf r_j)_zH_{ij}=\frac e2(xv_y-yv_x)_{ij}.
\end{equation}
The grand potential is $J=\mathrm{Tr}\,\Phi(H)$, where
\begin{equation}
\Phi(\varepsilon)=-k_BT\ln\!\left(1+e^{-(\varepsilon-\mu)/k_BT}\right),\qquad \Phi'(\varepsilon)=f(\varepsilon).
\end{equation}
Under a trace $\partial_B\Phi(H)$ may be replaced by $f(H)\,\partial_BH$, so (\ref{flake}) becomes
\begin{equation}
M(L)=-\frac1A\left(\frac{\partial J}{\partial B}\right)_{\mu,T}.
\label{thermo}
\end{equation}
For a Chern flake with $L=15$ the two sides, computed separately, both give $0.026807$.

\subsection*{Why the law is a quadratic in $1/L$}

Write $J=\sum_i\Phi(H)_{ii}$. Shifting the origin by $\mathbf c$ changes $\varphi_{ij}$ by $(b/2)[\mathbf c\times(\mathbf r_j-\mathbf r_i)]_z$, a difference of site phases. That is a diagonal unitary transformation, and it leaves $\Phi(H)_{ii}$ unchanged. Each term therefore depends on the surroundings of site $i$ and not on its distance from the origin.

The surroundings that matter are limited. The singularities of $\Phi$ nearest to the real axis are at $\mu\pm i\pi k_BT$. Rescale $H$ to a matrix $h$ with spectrum in $[-1,1]$ and expand $\Phi$ in Chebyshev polynomials $T_n(h)$. Since $\Phi$ is analytic around the interval, the coefficients fall exponentially with $n$, and $T_n(h)_{ii}$ involves sites at most $n$ hops away.

The field derivative does not upset this. Differentiating the recursion $T_{n+1}=2hT_n-T_{n-1}$ gives
\begin{equation}
\partial_bT_n=U_{n-1}(\partial_bh)+2\sum_{m=1}^{n-1}U_{n-1-m}\,(\partial_bh)\,T_m ,
\end{equation}
with $U_k$ the Chebyshev polynomials of the second kind, all taken at $h$. Here $\|T_m\|\le1$ and $\|U_k\|\le k+1$. With the origin at site $i$, $\partial_bh$ acts within $m$ hops of it and is at most of order $m$. The $n$th term thus grows no faster than $n^3$, which an exponential overcomes.

So, up to exponentially small terms, interior cells all contribute the same amount to $\partial J/\partial B$, each edge adds an amount proportional to its length, and each corner adds a constant. Dividing by $A\propto L^2$,
\begin{equation}
M(L)=M+\frac aL+\frac c{L^2}+\text{(exponentially small)} .
\label{law}
\end{equation}
Edge currents do contribute to the moment at leading order, as you say. But the sum over all sites equals a sum of local field responses, and in that sum the interior fixes $M$. In the $L=15$ Chern flake, the response of the central cell alone is $0.032604$, while the whole flake gives $0.026807$. The first is already close to the bulk value found below.

The remainder in (\ref{law}) has a length scale. For a mode of velocity $v$, a complex energy $\mu+i\pi k_BT$ means a wavenumber with imaginary part $\pi k_BT/\hbar v$. The closed paths that sense the size of the flake should be long compared with $\hbar v/\pi k_BT$. For a metal these cross the flake; for the one-way edge modes of a Chern flake they run around the perimeter, of length about $4L$. As $T\to0$ this length diverges for a metal and for Chern edge states. A trivial flake without levels near $\mu$ does not need the temperature, because its spectral gap then makes $f(H)$ local.

\subsection*{The bulk response}

We need the interior value of $-\partial_B J$ per area. In the infinite lattice let $G=(z-H)^{-1}$ in the field, and write $G_{ij}=e^{i\varphi_{ij}}g_{ij}$. From here on $H$ denotes the zero-field matrix. The phases combine to
\begin{align}
\varphi_{ij}+\varphi_{jk}-\varphi_{ik}
&=\frac b2\,(\mathbf r_i\times\mathbf r_j+\mathbf r_j\times\mathbf r_k-\mathbf r_i\times\mathbf r_k)_z\nonumber\\
&=\frac b2\,[(\mathbf r_i-\mathbf r_j)\times(\mathbf r_j-\mathbf r_k)]_z ,
\end{align}
so $(z-H)G=1$ becomes
\begin{equation}
\sum_j(z-H)_{ij}\,g_{jk}\,e^{i(b/2)[(\mathbf r_i-\mathbf r_j)\times(\mathbf r_j-\mathbf r_k)]_z}=\delta_{ik}.
\end{equation}
Position differences alone appear, hence $g$ is periodic. Define $F(\mathbf k)=\sum e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}F_{ij}$ with the true orbital positions. Then $(\mathbf r_i-\mathbf r_j)F_{ij}$ corresponds to $i\partial_{\mathbf k}F$, and the two factors $i$ in the cross product give $-1$. To first order in $b$,
\begin{equation}
(z-H)g-\frac{ib}2\,[\partial_x(z-H)\,\partial_yg-\partial_y(z-H)\,\partial_xg]=1 .
\end{equation}
Put $g=g_0+bg_1$, $X=\partial_{k_x}H$ and $Y=\partial_{k_y}H$. Since $\partial_x(z-H)=-X$ and $\partial_yg_0=g_0Yg_0$,
\begin{equation}
g_1=-\frac i2\,g_0\,(Xg_0Y-Yg_0X)\,g_0 .
\end{equation}
Take the trace in the Bloch eigenstates $u_n$ with energies $\varepsilon_n$. Hermiticity gives $Y_{nm}X_{mn}=(X_{nm}Y_{mn})^*$, so the bracket yields $2i\,I_{nm}$ with $I_{nm}=\mathrm{Im}(X_{nm}Y_{mn})$, and
\begin{equation}
\mathrm{tr}\,g_1=\sum_{n\ne m}\frac{I_{nm}}{(z-\varepsilon_n)^2(z-\varepsilon_m)} .
\label{g1}
\end{equation}
The terms $n=m$ vanish because $X_{nn}Y_{nn}$ is real. As $\varphi_{ii}=0$, this is also the change of the diagonal of $G$. At $z=-0.3+1.5i$ the formula gives $0.05893-0.01019i$ per cell, and so does a finite difference at the centre of a flake.

\subsection*{From the resolvent to the $k$-space formula}

Integrate $\Phi(z)\,\mathrm{tr}\,g$ counterclockwise around the spectrum, inside the strip where $\Phi$ is analytic. With $\partial_B=(e/\hbar)\partial_b$,
\begin{equation}
M=-\frac e\hbar\int\!\frac{d^2k}{(2\pi)^2}\oint\frac{dz}{2\pi i}\,\Phi(z)\,\mathrm{tr}\,g_1 .
\end{equation}
The simple pole at $\varepsilon_m$ and the double pole at $\varepsilon_n$ contribute
\begin{equation}
I_{nm}\left[\frac{\Phi(\varepsilon_m)}{(\varepsilon_m-\varepsilon_n)^2}+\frac{f_n}{\varepsilon_n-\varepsilon_m}-\frac{\Phi(\varepsilon_n)}{(\varepsilon_n-\varepsilon_m)^2}\right].
\end{equation}
Exchange the labels in the first term. Because $I_{mn}=-I_{nm}$, it equals the third, and the two add. With $G_n=-\Phi(\varepsilon_n)\ge0$,
\begin{equation}
M=\int\!\frac{d^2k}{(2\pi)^2}\sum_n\left[f_n\,m_n+\frac e\hbar\,\Omega_n\,G_n\right],
\label{bulk}
\end{equation}
\begin{equation}
m_n=\frac e\hbar\sum_{m\ne n}\frac{I_{nm}}{\varepsilon_m-\varepsilon_n},\qquad
\Omega_n=-2\sum_{m\ne n}\frac{I_{nm}}{(\varepsilon_n-\varepsilon_m)^2}.
\end{equation}
Since $\langle u_m|\partial u_n\rangle=(\partial H)_{mn}/(\varepsilon_n-\varepsilon_m)$ for $m\neq n$, these are
\begin{align}
m_n&=(e/\hbar)\,\mathrm{Im}\langle\partial_xu_n|(H-\varepsilon_n)|\partial_yu_n\rangle,\\
\Omega_n&=-2\,\mathrm{Im}\langle\partial_xu_n|\partial_yu_n\rangle,
\end{align}
the intrinsic moment and the Berry curvature. At $T=0$, $G_n=\mu-\varepsilon_n$ for occupied states, and the integrand becomes $(e/\hbar)\,\mathrm{Im}\langle\partial_xu_n|(H+\varepsilon_n-2\mu)|\partial_yu_n\rangle$. Nothing in the derivation assumed a gap at $\mu$, so (\ref{bulk}) serves all three regimes.

\subsection*{Why $\mu$ must be fixed in the Chern case}

With two bands a distance $D=\varepsilon_+-\varepsilon_-$ apart, the lower band has $m_-=(e/\hbar)I_{-+}/D$ and $\Omega_-=-2I_{-+}/D^2$, hence $m_-=-(e/\hbar)D\,\Omega_-/2$. If it is full and the upper one empty at $T=0$,
\begin{align}
M&=\frac e\hbar\int\!\frac{d^2k}{(2\pi)^2}\,\Omega_-\left(\mu-\varepsilon_--\frac D2\right)\nonumber\\
&=\frac e\hbar\int\!\frac{d^2k}{(2\pi)^2}\,\Omega_-\,(\mu-d_0),
\label{two}
\end{align}
where $d_0=(\varepsilon_++\varepsilon_-)/2=2t_2\cos\phi\sum_{\mathbf b}\cos\mathbf k\cdot\mathbf b$ is the mean band energy. With the Chern number $C=\int\Omega_-\,d^2k/2\pi$,
\begin{equation}
\frac{\partial M}{\partial\mu}=\frac{e}{\hbar}\frac{C}{2\pi}=\frac{eC}{h}.
\end{equation}
In the trivial phase $C=0$ and $M$ does not depend on $\mu$ in the gap. It even vanishes at $\phi=\pi/2$, where $d_0=0$. In the Chern phase $M$ varies across the gap although the bulk bands stay full or empty.

Your flake shows this too. Between $\mu=-0.5$ and $0$ its extrapolated slope is $0.1593\,e/\hbar$, against $1/2\pi=0.1592$. At $L=24$, with $\mathbf r\times\mathbf v$ resolved by site, the change of the moment comes from the outer four rows of cells, to the four digits computed. (In the sum of local field responses the same change is spread over the interior; the two decompositions agree in the total, not site by site.) Those edge states number of order $L$, so filling them moves $\mu$ across the gap while changing the density by a vanishing amount. The limiting density of a large Chern flake therefore does not determine $M$; $\mu$ does. An exact electron count such as $N=L^2$ does select a $\mu$ in the gap, near $-0.2$ for these rhombi at $k_BT=0.05$, but it is the edge spectrum that selects it, and (\ref{bulk}) must then be evaluated at that $\mu$.

\subsection*{Extrapolating your numbers}

By (\ref{law}), $L^2M(L)$ is a quadratic polynomial in $L$ whose leading coefficient is $M$. For three sizes with spacing $s$, its second difference is $2s^2M$. For the Chern flakes with $L=12,18,24$ we have $s=6$ and
\begin{align}
M&\simeq\frac{576(0.028925)-2\cdot324(0.027740)+144(0.025443)}{72}\nonumber\\
&=\frac{16.6608-17.9755+3.6638}{72}=0.0326 .
\end{align}
The integral (\ref{bulk}) gives $0.0326$ as well, whereas the $L=24$ flake by itself is $11\%$ below it. A least-squares quadratic in $1/L$ through all five sizes $L=12,15,18,21,24$ also leaves a residual to inspect, but it need not be more accurate: here it gives $0.03264$, while the three-point value, $0.03262$ when the flake values are not rounded, lies slightly closer to the integral, $0.03261$. The least-squares results, in $et_1/\hbar$, are:

\begin{center}
\begin{tabular}{lccc}
regime & largest flake & extrapolated & $k$-space\\
\hline
trivial & $-0.00205$ & $-0.00242$ & $-0.00242$\\
Chern & $0.02893$ & $0.03264$ & $0.03261$\\
metal & $0.03516$ & $0.03556$ & $0.03556$
\end{tabular}
\end{center}

The trivial case has $\Delta=1.6$, $\mu=0$, $k_BT=0.05$ and sizes $8$ to $16$. The metal has $\Delta=0.2$, $\mu=1.2$ and $k_BT=0.15$, with the upper band running from $0.40$ to $3.61$. A sheet magnetization is a current: for $t_1=1$ eV the unit is $243.4\ \mu$A, and the three bulk values are $-0.589$, $7.94$ and $8.66\ \mu$A. Counting the area differently at the rim would leave the limit $M$ unchanged, but it would change $a$ and $c$ and in general add higher powers of $1/L$ to (\ref{law}).

The quality of the fit is not an error bar. In the Chern case the rms residual is $9\times10^{-7}$, but the extrapolated value misses the integral by $3.3\times10^{-5}$, about $0.1\%$ of $M$. An exponential remainder in the small flakes can be absorbed by the three coefficients and then carried to $1/L=0$. If that is the cause, the miss must shrink quickly on warming, provided it is compared with (\ref{bulk}) at the same temperature. It does: at $k_BT=0.075$ it is $4.6\times10^{-7}$. In the metal it falls from $2.5\times10^{-5}$ at $k_BT=0.10$ to $1.5\times10^{-6}$ at $0.15$. At $k_BT=0.10$ the edge and corner terms of the metal happen to be small, and the $L=24$ flake by itself lies closer to the integral than the extrapolated value does. At these sizes extrapolation makes the estimate worse there, which is why the table uses $k_BT=0.15$.

\subsection*{The jumping metallic series}

With sharp filling the thermal length is far larger than your flakes, and (\ref{law}) has no claim on them. As $L$ changes, individual levels cross $\mu$, each carrying its own moment. The second difference shows the damage. From $L=12,18,24$,
\begin{equation}
\frac{576(0.028191)-648(0.029154)+144(0.028885)}{72}=0.021,
\end{equation}
while $L=18,21,24$, with $s=3$, give
\begin{equation}
\frac{576(0.028191)-882(0.028422)+324(0.029154)}{18}=0.034 .
\end{equation}
The five-point fit returns $0.0287$ with an rms residual of $4.5\times10^{-4}$, some ten thousand times that of the warm metal. The integral at $k_BT=0.01$ is $0.0279$, so the fit lands within about $3\%$ of it, but the scatter between the two estimates above shows how little that closeness can be relied on.

Temperature is not a harmless smoothing device here. The bulk value itself rises from $0.0279$ at $k_BT=0.01$ to $0.0356$ at $0.15$. Use the same $T$ in the flake and in (\ref{bulk}). If you want the cold metal, lower $T$ in steps and enlarge the flakes along with the thermal length, or evaluate the integral directly on a $k$-grid fine enough to resolve the Fermi edge.

\section*{Calculated quantities}
\begin{verbatim}
t2 = 0.200 t1, phi = 1.047198 rad, cell area = 0.866025 a^2
trivial model: Delta = 1.60 t1, Chern number = 0
  lower band top = -1.000 t1, upper band bottom = 0.401 t1
  two-band link-flux M at mu=0, T=0 = -0.00242 e t1/hbar
Chern model: Delta = 0.20 t1, Chern number = 1
  lower band top = -1.000 t1, upper band bottom = 0.400 t1
  two-band link-flux M at mu=0, T=0 = 0.03260 e t1/hbar
Chern model: upper band top = 3.607 t1
resolvent response at z = -0.3+1.5i (t1), cell trace, a^2/t1:
  flake centre = 0.0589320 -0.0101890i
  k-space      = 0.0589320 -0.0101890i
Chern flake L=15, mu=0, M in e t1/hbar:
  r x v = 0.026807, field derivative = 0.026807
  central cell field derivative = 0.032604
M(L) in e t1/hbar, trivial:
  L=8: -0.001708
  L=10: -0.001842
  L=12: -0.001933
  L=14: -0.002000
  L=16: -0.002050
M(L) in e t1/hbar: Chern, metal, metal with sharp filling
  L=12: 0.025443  0.034717  0.028885
  L=15: 0.026807  0.034899  0.027865
  L=18: 0.027740  0.035016  0.029154
  L=21: 0.028415  0.035098  0.028422
  L=24: 0.028925  0.035159  0.028191
e t1/hbar for t1 = 1 eV: 243.4135 microampere
trivial: mu = 0.00 t1, kT = 0.05 t1
  extrapolated M = -0.002418, k-space M = -0.002418 e t1/hbar
  same for t1 = 1 eV: -0.5887 and -0.5886 microampere
  1/L coefficient = 0.006100, 1/L^2 coefficient = -0.003360 e t1/hbar
  error: L=16 flake 3.68e-04, extrapolated 9.85e-08; fit rms 2.00e-09
Chern: mu = 0.00 t1, kT = 0.05 t1
  extrapolated M = 0.032639, k-space M = 0.032606 e t1/hbar
  same for t1 = 1 eV: 7.9447 and 7.9366 microampere
  1/L coefficient = -0.091885, 1/L^2 coefficient = 0.066391 e t1/hbar
  error: L=24 flake 3.68e-03, extrapolated 3.33e-05; fit rms 9.45e-07
metal: mu = 1.20 t1, kT = 0.15 t1
  extrapolated M = 0.035559, k-space M = 0.035557 e t1/hbar
  same for t1 = 1 eV: 8.6555 and 8.6551 microampere
  1/L coefficient = -0.009111, 1/L^2 coefficient = -0.011837 e t1/hbar
  error: L=24 flake 3.99e-04, extrapolated 1.45e-06; fit rms 3.58e-08
Chern: extrapolation error 3.33e-05 at kT=0.050 t1, 4.58e-07 at kT=0.075 t1
metal: extrapolation error 2.52e-05 at kT=0.100 t1, 1.45e-06 at kT=0.150 t1
trivial: flake dM/dmu = 0.000002, C/(2 pi) = -0.000000 e/hbar
Chern: flake dM/dmu = 0.159273, C/(2 pi) = 0.159155 e/hbar
Chern L=24, mu -0.5 to 0: share of change in outer 4 cells = 1.0000
metal, sharp filling: extrapolated M = 0.028690, fit rms = 4.50e-04 e t1/hbar
metal, k-space M at kT = 0.01 t1: 0.027903 e t1/hbar
\end{verbatim}
